**Absorption and loss peaks of a single-oscillator medium**

For ε = 1 + ωp²/(ω0² − ω² − iγω), the power absorbed at given total field E peaks at ω0, and the power lost at given external field D peaks at Ω = √(ω0² + ωp²). Here ω0 is the resonance frequency, γ the damping and ωp² = 4πn, with n the electron density in Hartree atomic units. The program integrates the electron's motion in time, with E or D held, and asserts that the dissipated power agrees with ω Im ε or ω Im(−1/ε). It also asserts the peak positions, heights, widths and integrated strengths, the energy deposited by a passing electron, the condition for a zero of Re ε, and the local-field shifts. For ω0 = 0.3, ωp = 0.4 and γ = 0.02 hartree, the output shows peaks at 0.3 and 0.5 hartree with equal height and width. When the density is reduced a thousandfold at fixed ω0 and γ, the two power spectra differ by at most about 1.8% of the peak height.

## Numerical verification

```python
"""
Result under test: for a medium of identical damped oscillators,
    eps(w) = 1 + wp^2 / (w0^2 - w^2 - i*gamma*w),
the power absorbed at given total field E, ~ w*Im(eps), peaks at w0, while
the power lost at given external field D, ~ w*Im(-1/eps), peaks at
Omega = sqrt(w0^2 + wp^2).  The spectra merge only if wp^2/(gamma*w0) << 1.
Symbols (Hartree atomic units, Gaussian-type fields, time factor exp(-iwt)):
    w0 resonance, gamma damping, n electron density, wp^2 = 4*pi*n,
    P polarization, D = E + 4*pi*P, g = wp^2/(gamma*w0) line strength.
"""
import numpy as np
from scipy.constants import physical_constants, fine_structure
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq, minimize_scalar
from scipy.special import k0, k1

HARTREE_EV = physical_constants["Hartree energy in eV"][0]
LIGHT_SPEED = 1.0 / fine_structure

w0, wp, gamma = 0.3, 0.4, 0.02
density = wp**2 / (4 * np.pi)
Omega = np.sqrt(w0**2 + wp**2)


def eps(w, wp2=wp**2):
    return 1 + wp2 / (w0**2 - w**2 - 1j * gamma * w)


def absorption(w, wp2=wp**2):
    return np.imag(eps(w, wp2))


def loss(w, wp2=wp**2):
    return np.imag(-1 / eps(w, wp2))


def absorption_coefficient(w, wp2=wp**2):
    return 2 * w * np.imag(np.sqrt(eps(w, wp2))) / LIGHT_SPEED


def find_peak(function):
    """Global maximum on a grid, then local refinement."""
    grid = np.linspace(0.05, 0.8, 7501)
    start = grid[np.argmax(function(grid))]
    found = minimize_scalar(lambda w: -function(w), method="bounded",
                            bounds=(start - 2e-4, start + 2e-4),
                            options={"xatol": 1e-11})
    return found.x


print("MODEL")
print(f"w0 = {w0:.3f}, wp = {wp:.3f}, gamma = {gamma:.3f} hartree")
print(f"electron density n = {density:.6f} bohr^-3")
print(f"Omega = {Omega:.6f} hartree")
print(f"w0 = {w0*HARTREE_EV:.3f} eV, Omega = {Omega*HARTREE_EV:.3f} eV")

# Depolarizing field of a longitudinal polarization, from Coulomb's law:
# each charged sheet gives a field 2*pi*(charge per area) on either side.
def slab_polarization(x):
    return np.sin(np.pi * x)**2


def slab_charge(x):
    return -np.pi * np.sin(2 * np.pi * x)


for x in (0.2, 0.5, 0.85):
    field = 2 * np.pi * (quad(slab_charge, 0, x)[0]
                         - quad(slab_charge, x, 1)[0])
    assert abs(field + 4 * np.pi * slab_polarization(x)) < 1e-9


# Motion of one electron in time; the third variable collects friction work.
def motion(t, state, drive, held):
    x, velocity, _ = state
    field = drive(t)
    if held == "D":
        polarization = -density * x
        field = field - 4 * np.pi * polarization
    acceleration = -field - gamma * velocity - w0**2 * x
    return [velocity, acceleration, gamma * velocity**2]


def steady_power(w, held):
    """Mean dissipated power per volume for a unit-amplitude held field."""
    def drive(t):
        return np.cos(w * t)
    period = 2 * np.pi / w
    t_start = 1500.0
    options = dict(method="DOP853", rtol=1e-9, atol=1e-9,
                   args=(drive, held))
    first = solve_ivp(motion, (0, t_start), [0, 0, 0], **options)
    state = first.y[:, -1].copy()
    state[2] = 0.0
    last = solve_ivp(motion, (t_start, t_start + period), state, **options)
    return density * last.y[2, -1] / period


print("POWER DENSITY / FIELD AMPLITUDE^2 (atomic units), from the motion")
for w in (0.3, 0.4, 0.5):
    power_E = steady_power(w, "E")
    power_D = steady_power(w, "D")
    assert abs(power_E / (w * absorption(w) / (8 * np.pi)) - 1) < 1e-4
    assert abs(power_D / (w * loss(w) / (8 * np.pi)) - 1) < 1e-4
    print(f"w = {w:.1f} hartree: E held {power_E:.6f}, D held {power_D:.6f}")

# The inverse dielectric function is a shifted Lorentzian.
test_grid = np.linspace(0.01, 1.5, 500)
shifted = 1 - wp**2 / (Omega**2 - test_grid**2 - 1j * gamma * test_grid)
assert np.max(abs(1 / eps(test_grid) - shifted)) < 1e-11

# Peaks, heights, widths and integrated strengths, found from eps itself.
print("PEAKS (hartree)")
for name, spectrum, centre in (("Im eps", absorption, w0),
                               ("Im(-1/eps)", loss, Omega)):
    def power(w):
        return w * spectrum(w)
    top = find_peak(power)
    plain_top = find_peak(spectrum)
    height = power(top)
    half_low = brentq(lambda w: power(w) - height / 2, top - 3*gamma, top)
    half_high = brentq(lambda w: power(w) - height / 2, top, top + 3*gamma)
    width = half_high - half_low
    strength = (quad(power, 0, 2, points=[centre], limit=200)[0]
                + quad(power, 2, np.inf)[0])
    b = 2 * centre**2 - gamma**2
    root = np.sqrt((b + np.sqrt(b**2 + 12 * centre**4)) / 6)
    assert abs(top - centre) < 1e-6
    assert abs(plain_top - root) < 1e-6
    assert abs((centre - plain_top) / (gamma**2 / (8 * centre)) - 1) < 0.02
    assert abs(height / (wp**2 / gamma) - 1) < 1e-8
    assert abs(width - gamma) < 1e-6
    assert abs(strength / (np.pi * wp**2 / 2) - 1) < 1e-6
    print(f"w*{name}: peak {top:.6f}, height {height:.4f}, "
          f"full width {width:.6f}")
    print(f"  {name} alone: peak {plain_top:.6f}, "
          f"value there {spectrum(plain_top):.4f}")
    print(f"  integral of w*{name} = {strength:.6f} hartree^2")

# Electron passing at distance b_pass with speed v_pass: energy from the
# motion in time against the frequency integral with the loss function.
v_pass, b_pass = 10.0, 20.0


def field_across(t):
    return -b_pass / (b_pass**2 + (v_pass * t)**2)**1.5


def field_along(t):
    return v_pass * t / (b_pass**2 + (v_pass * t)**2)**1.5


energy_time = 0.0
for drive in (field_across, field_along):
    run = solve_ivp(motion, (-400, 900), [0, 0, 0], method="DOP853",
                    rtol=1e-9, atol=1e-12, max_step=1.0, args=(drive, "D"))
    energy_time += density * run.y[2, -1]


def field_spectrum(w):
    z = w * b_pass / v_pass
    return (2 * w / v_pass**2)**2 * (k0(z)**2 + k1(z)**2)


def deposited(w):
    return w * loss(w) * field_spectrum(w) / (4 * np.pi**2)


energy_frequency = quad(deposited, 0, 8, points=[w0, Omega], limit=300)[0]
assert abs(energy_time / energy_frequency - 1) < 1e-3
pass_peak = find_peak(deposited)
assert abs(pass_peak - Omega) < 0.1 * gamma
share_loss = quad(deposited, Omega - 0.05, Omega + 0.05,
                  points=[Omega])[0] / energy_frequency
share_abs = quad(deposited, w0 - 0.05, w0 + 0.05)[0] / energy_frequency
assert share_loss > 10 * share_abs
print("PASSING ELECTRON")
print(f"speed {v_pass:.0f} a.u., distance {b_pass:.0f} bohr")
print(f"energy density from motion   {energy_time:.5e} hartree/bohr^3")
print(f"energy density from spectrum {energy_frequency:.5e} hartree/bohr^3")
print(f"peak of deposited-energy spectrum {pass_peak:.5f} hartree")
print(f"share within 0.05 hartree of Omega {100*share_loss:.2f} %")
print(f"share within 0.05 hartree of w0    {100*share_abs:.2f} %")

# A zero of Re(eps) needs a minimum strength.
threshold = gamma**2 + 2 * gamma * w0


def lowest_real_part(wp2):
    found = minimize_scalar(lambda w: np.real(eps(w, wp2)),
                            method="bounded", bounds=(w0, w0 + 2 * gamma),
                            options={"xatol": 1e-10})
    return found.fun


assert lowest_real_part(1.01 * threshold) < 0
assert lowest_real_part(0.99 * threshold) > 0
print("ZEROS OF Re eps")
print(f"smallest wp^2 with a zero = {threshold:.6f} hartree^2")
real_grid = np.linspace(0.2, 0.8, 6002)
signs = np.sign(np.real(eps(real_grid)))
zeros = [brentq(lambda w: np.real(eps(w)), real_grid[i], real_grid[i + 1])
         for i in np.nonzero(np.diff(signs))[0]]
assert len(zeros) == 2
print(f"full density: zeros at {zeros[0]:.6f} and {zeros[1]:.6f} hartree")

# Dilution at fixed w0 and gamma.
print("DILUTION (frequencies in hartree)")
fine_grid = np.linspace(0.05, 0.8, 300001)
for factor in (1, 10, 100, 1000):
    wp2 = wp**2 / factor
    g = wp2 / (gamma * w0)
    loss_peak = find_peak(lambda w: w * loss(w, wp2))
    coefficient_peak = find_peak(lambda w: absorption_coefficient(w, wp2))
    ratio = loss(w0, wp2) / absorption(w0, wp2)
    power_abs = fine_grid * absorption(fine_grid, wp2)
    power_loss = fine_grid * loss(fine_grid, wp2)
    difference = np.max(abs(power_abs - power_loss)) / np.max(power_abs)
    has_zero = lowest_real_part(wp2) < 0
    shift = wp2 / (w0 + np.sqrt(w0**2 + wp2))
    assert abs(loss_peak - w0 - shift) < 1e-6
    assert abs(ratio * (1 + g**2) - 1) < 1e-8
    assert has_zero == (wp2 >= threshold)
    assert w0 - 1e-6 < coefficient_peak < w0 + gamma
    if factor == 1000:
        assert abs(difference / (3 * np.sqrt(3) / 8 * g) - 1) < 0.05
        assert abs(coefficient_peak - w0) < 0.01 * gamma
    print(f"density/{factor}: wp = {np.sqrt(wp2):.5f}, g = {g:.4f}, "
          f"loss peak {loss_peak:.6f}")
    print(f"  shift/gamma {(loss_peak - w0)/gamma:.4f}, "
          f"loss/absorption at w0 {ratio:.6f}")
    print(f"  largest difference/height {difference:.4f}, "
          f"Re eps has zero: {has_zero}")
    print(f"  absorption-coefficient peak {coefficient_peak:.6f}")

# Local field of a cubic arrangement of point dipoles: solve for eps from
# the field E + 4*pi*P/3 acting on each oscillator, then locate both peaks.
bare = np.sqrt(w0**2 + wp**2 / 3)


def eps_local_field(w):
    polarizability = 1 / (bare**2 - w**2 - 1j * gamma * w)
    susceptibility = density * polarizability / (
        1 - 4 * np.pi * density * polarizability / 3)
    return 1 + 4 * np.pi * susceptibility


local_abs = find_peak(lambda w: w * np.imag(eps_local_field(w)))
local_loss = find_peak(lambda w: w * np.imag(-1 / eps_local_field(w)))
assert abs(local_abs**2 - (bare**2 - wp**2 / 3)) < 1e-6
assert abs(local_loss**2 - (bare**2 + 2 * wp**2 / 3)) < 1e-6
print("LOCAL FIELD (hartree)")
print(f"bare frequency {bare:.6f}, absorption peak {local_abs:.6f}, "
      f"loss peak {local_loss:.6f}")

print("all tests passed")
```

Printed output:

```
MODEL
w0 = 0.300, wp = 0.400, gamma = 0.020 hartree
electron density n = 0.012732 bohr^-3
Omega = 0.500000 hartree
w0 = 8.163 eV, Omega = 13.606 eV
POWER DENSITY / FIELD AMPLITUDE^2 (atomic units), from the motion
w = 0.3 hartree: E held 0.318310, D held 0.000447
w = 0.4 hartree: E held 0.004104, D held 0.002495
w = 0.5 hartree: E held 0.001239, D held 0.318310
PEAKS (hartree)
w*Im eps: peak 0.300000, height 8.0000, full width 0.020000
  Im eps alone: peak 0.299833, value there 26.6741
  integral of w*Im eps = 0.251327 hartree^2
w*Im(-1/eps): peak 0.500000, height 8.0000, full width 0.020000
  Im(-1/eps) alone: peak 0.499900, value there 16.0016
  integral of w*Im(-1/eps) = 0.251327 hartree^2
PASSING ELECTRON
speed 10 a.u., distance 20 bohr
energy density from motion   3.35247e-07 hartree/bohr^3
energy density from spectrum 3.35250e-07 hartree/bohr^3
peak of deposited-energy spectrum 0.49988 hartree
share within 0.05 hartree of Omega 89.50 %
share within 0.05 hartree of w0    0.76 %
ZEROS OF Re eps
smallest wp^2 with a zero = 0.012400 hartree^2
full density: zeros at 0.300376 and 0.499374 hartree
DILUTION (frequencies in hartree)
density/1: wp = 0.40000, g = 26.6667, loss peak 0.500000
  shift/gamma 10.0000, loss/absorption at w0 0.001404
  largest difference/height 0.9986, Re eps has zero: True
  absorption-coefficient peak 0.305933
density/10: wp = 0.12649, g = 2.6667, loss peak 0.325576
  shift/gamma 1.2788, loss/absorption at w0 0.123288
  largest difference/height 0.8786, Re eps has zero: True
  absorption-coefficient peak 0.304151
density/100: wp = 0.04000, g = 0.2667, loss peak 0.302655
  shift/gamma 0.1327, loss/absorption at w0 0.933610
  largest difference/height 0.1735, Re eps has zero: False
  absorption-coefficient peak 0.300662
density/1000: wp = 0.01265, g = 0.0267, loss peak 0.300267
  shift/gamma 0.0133, loss/absorption at w0 0.999289
  largest difference/height 0.0176, Re eps has zero: False
  absorption-coefficient peak 0.300067
LOCAL FIELD (hartree)
bare frequency 0.378594, absorption peak 0.300000, loss peak 0.500000
all tests passed
```
